# Hyperfine Line Strengths in the OH Ground-State Lambda Doublet: a numerical check

```python
# Result under test: in the J=3/2 Lambda doublet of OH (proton spin I=1/2)
# the hyperfine line strengths S(F_upper,F_lower) obey
#   S(1,2) : S(1,1) : S(2,2) : S(2,1) = 1 : 5 : 9 : 1
# for the lines named 1612, 1665, 1667 and 1720 MHz.
# S = sum over m, m' and x,y,z of |<upper F m| d_i |lower F' m'>|^2.
# Omega: projection of J on the molecular axis; mu: dipole along that axis.
# Energies in eV, dipoles in e*angstrom.
from fractions import Fraction
import numpy as np
from scipy.linalg import expm
from scipy import constants as const


def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    raising = np.diag(np.sqrt(j*(j + 1) - m[1:]*(m[1:] + 1)), 1)
    return [(raising + raising.T)/2 + 0j,
            (raising - raising.T)/2j,
            np.diag(m) + 0j]


J, I = 1.5, 0.5
J_ops, I_ops = spin_matrices(J), spin_matrices(I)
m_values = np.arange(J, -J - 1, -1)


def axis_matrix(omega):
    """Matrices of the axis components n_x, n_y, n_z between rotational
    wavefunctions of fixed J and Omega, by quadrature over directions."""
    column = int(round(J - omega))
    result = np.zeros((3, 4, 4), complex)
    norm = np.zeros((4, 4), complex)
    n_azimuth = 12
    for x, weight in zip(*np.polynomial.legendre.leggauss(12)):
        beta = np.arccos(x)
        d_column = expm(-1j*beta*J_ops[1])[:, column]
        for alpha in 2*np.pi*np.arange(n_azimuth)/n_azimuth:
            wave = np.exp(-1j*alpha*m_values)*d_column
            density = (2*J + 1)/(4*np.pi)*weight*2*np.pi/n_azimuth \
                * np.outer(wave, wave.conj())
            direction = (np.sin(beta)*np.cos(alpha),
                         np.sin(beta)*np.sin(alpha), x)
            norm += density
            for i in range(3):
                result[i] += direction[i]*density
    assert np.allclose(norm, np.eye(4), atol=1e-12)
    return result


axis = {om: axis_matrix(om) for om in (1.5, 0.5, -0.5, -1.5)}
for om, matrices in axis.items():
    for i in range(3):
        assert np.allclose(matrices[i], om*J_ops[i]/(J*(J + 1)), atol=1e-12)

# Inputs: nominal line frequencies, keyed by (F_upper, F_lower)
names = {(1, 2): 1612, (1, 1): 1665, (2, 2): 1667, (2, 1): 1720}
mhz_to_ev = const.h*1e6/const.e
line_ev = {key: value*mhz_to_ev for key, value in names.items()}
mu = 0.3       # e*angstrom, round model value
kT = 0.01      # eV, round model value

# Splittings from three lines; the fourth is then a prediction
split_upper = line_ev[2, 1] - line_ev[1, 1]
split_lower = line_ev[1, 1] - line_ev[1, 2]
# I.J is 3/4 for F=2 and -5/4 for F=1, so the splitting is twice the constant
a_upper, a_lower = split_upper/2, split_lower/2
doublet = line_ev[1, 1] + 1.25*(a_upper - a_lower)

# Space: sign of Omega (2) x J (4) x I (2)
one2, one4 = np.eye(2), np.eye(4)
flip = np.array([[0, 1], [1, 0]])      # exchanges +Omega and -Omega
IJ = sum(np.kron(J_ops[i], I_ops[i]) for i in range(3))
hamiltonian = (doublet/2*np.kron(flip, np.eye(8))
               + (a_upper + a_lower)/2*np.kron(one2, IJ)
               + (a_upper - a_lower)/2*np.kron(flip, IJ))
energies, vectors = np.linalg.eigh(hamiltonian)
F_ops = [np.kron(J_ops[i], one2) + np.kron(one4, I_ops[i]) for i in range(3)]
F_squared = np.kron(one2, sum(f @ f for f in F_ops))
blocks = {('lower', 1): slice(0, 3), ('lower', 2): slice(3, 8),
          ('upper', 1): slice(8, 11), ('upper', 2): slice(11, 16)}
level = {}
for (half, F), block in blocks.items():
    v = vectors[:, block]
    assert np.allclose(v.conj().T @ F_squared @ v,
                       F*(F + 1)*np.eye(2*F + 1), atol=1e-7)
    assert np.ptp(energies[block]) < 1e-8*doublet
    level[half, F] = energies[block].mean()
predicted = {(Fu, Fl): level['upper', Fu] - level['lower', Fl]
             for Fu, Fl in names}
for key in names:
    assert abs(predicted[key] - line_ev[key]) < 0.01*mhz_to_ev


def strengths(half_weight):
    """Explicit sums; half_weight is the weight of |Omega|=1/2 in the state.
    The axial dipole has no element between |Omega|=3/2 and 1/2."""
    dipole = []
    for i in range(3):
        plus = (1 - half_weight)*axis[1.5][i] + half_weight*axis[0.5][i]
        minus = (1 - half_weight)*axis[-1.5][i] + half_weight*axis[-0.5][i]
        both = np.kron(np.diag([1, 0]), plus) + np.kron(np.diag([0, 1]), minus)
        dipole.append(mu*np.kron(both, one2))
    lower, upper = vectors[:, :8], vectors[:, 8:]
    for d in dipole:   # no element between states of equal parity
        assert np.allclose(lower.conj().T @ d @ lower, 0, atol=1e-8)
        assert np.allclose(upper.conj().T @ d @ upper, 0, atol=1e-8)
    return {(Fu, Fl): sum(np.sum(abs(
        vectors[:, blocks['upper', Fu]].conj().T @ d
        @ vectors[:, blocks['lower', Fl]])**2) for d in dipole)
        for Fu, Fl in names}


S = strengths(0.0)

# Derived formulas in exact fractions, in units of kappa^2
JJ, II = Fraction(15, 4), Fraction(3, 4)
g = {F: (F*(F + 1) + JJ - II)/(2*F*(F + 1)) for F in (1, 2)}
formula = {(F, F): g[F]**2*F*(F + 1)*(2*F + 1) for F in (1, 2)}
total = {F: JJ*(2*F + 1) for F in (1, 2)}
formula[1, 2] = total[1] - formula[1, 1]
formula[2, 1] = total[2] - formula[2, 2]
kappa = mu*1.5/(J*(J + 1))
for key in names:
    assert np.isclose(S[key], kappa**2*float(formula[key]), rtol=1e-7)

# Projection theorem, with projectors built from the eigenvectors of I.J
ij_values, ij_vectors = np.linalg.eigh(IJ)
for F, part in ((1, slice(0, 3)), (2, slice(3, 8))):
    v = ij_vectors[:, part]
    P = v @ v.conj().T
    for i in range(3):
        assert np.allclose(P @ np.kron(J_ops[i], one2) @ P,
                           float(g[F])*F_ops[i] @ P, atol=1e-12)

ratio = {key: S[key]/S[1, 2] for key in names}
assert np.allclose([ratio[key] for key in names], [1, 5, 9, 1], rtol=1e-7)
assert np.isclose(S[1, 2], 0.3*mu**2, rtol=1e-7)

# Admixture of |Omega|=1/2 rescales all lines alike
admixture = 0.1
S_mixed = strengths(admixture)
mean_omega = 1.5*(1 - admixture) + 0.5*admixture
scale_mixed = S_mixed[1, 2]/S[1, 2]
for key in names:
    assert np.isclose(S_mixed[key]/S[key], (mean_omega/1.5)**2, rtol=1e-7)

# Einstein A relative to the 1612 line: nu^3 S / (2 F_upper + 1)
A = {key: line_ev[key]**3*S[key]/(2*key[0] + 1) for key in names}
A_ratio = {key: A[key]/A[1, 2] for key in names}

# Thermal optical depth at fixed velocity, from Boltzmann populations
depth = {(Fu, Fl): S[Fu, Fl]*(np.exp(-level['lower', Fl]/kT)
                              - np.exp(-level['upper', Fu]/kT))
         for Fu, Fl in names}
depth_ratio = {key: depth[key]/depth[1, 2] for key in names}
for key in names:
    simple = line_ev[key]*S[key]/(line_ev[1, 2]*S[1, 2])
    assert np.isclose(depth_ratio[key], simple, rtol=1e-4)

print(f"axial dipole mu (model input) = {mu:.1f} e*angstrom")
print(f"thermal energy kT (model input) = {kT:.2f} eV")
print(f"kappa = {kappa:.4f} e*angstrom; kappa/mu = {kappa/mu:.4f}")
print(f"hyperfine splitting, upper half = {split_upper:.4e} eV")
print(f"hyperfine splitting, lower half = {split_lower:.4e} eV")
print(f"doublet separation without hyperfine = {doublet:.5e} eV")
print(f"predicted F=2 to F=2 line = {predicted[2, 2]:.5e} eV"
      f" = {predicted[2, 2]/mhz_to_ev:.2f} MHz")
for F in (1, 2):
    print(f"F={F}: g_F = {g[F]}, sum of strengths = {total[F]} kappa^2")
for key, name in names.items():
    print(f"line {name} MHz, F={key[0]} to F={key[1]}:")
    print(f"  photon energy = {line_ev[key]:.5e} eV")
    print(f"  S = {formula[key]} kappa^2 = {S[key]:.4f} (e*angstrom)^2")
    print(f"  S relative to 1612 = {ratio[key]:.4f}")
    print(f"  A relative to 1612 = {A_ratio[key]:.3f}")
    print(f"  thermal depth relative to 1612 = {depth_ratio[key]:.3f}")
print(f"weight of |Omega|=1/2 in mixing test = {admixture:.1f}")
print(f"common factor on all S from mixing = {scale_mixed:.4f}")
print("OK")
```

Output:

```
axial dipole mu (model input) = 0.3 e*angstrom
thermal energy kT (model input) = 0.01 eV
kappa = 0.1200 e*angstrom; kappa/mu = 0.4000
hyperfine splitting, upper half = 2.2746e-07 eV
hyperfine splitting, lower half = 2.1919e-07 eV
doublet separation without hyperfine = 6.89106e-06 eV
predicted F=2 to F=2 line = 6.89416e-06 eV = 1667.00 MHz
F=1: g_F = 5/4, sum of strengths = 45/4 kappa^2
F=2: g_F = 3/4, sum of strengths = 75/4 kappa^2
line 1612 MHz, F=1 to F=2:
  photon energy = 6.66670e-06 eV
  S = 15/8 kappa^2 = 0.0270 (e*angstrom)^2
  S relative to 1612 = 1.0000
  A relative to 1612 = 1.000
  thermal depth relative to 1612 = 1.000
line 1665 MHz, F=1 to F=1:
  photon energy = 6.88589e-06 eV
  S = 75/8 kappa^2 = 0.1350 (e*angstrom)^2
  S relative to 1612 = 5.0000
  A relative to 1612 = 5.510
  thermal depth relative to 1612 = 5.164
line 1667 MHz, F=2 to F=2:
  photon energy = 6.89416e-06 eV
  S = 135/8 kappa^2 = 0.2430 (e*angstrom)^2
  S relative to 1612 = 9.0000
  A relative to 1612 = 5.972
  thermal depth relative to 1612 = 9.307
line 1720 MHz, F=2 to F=1:
  photon energy = 7.11335e-06 eV
  S = 15/8 kappa^2 = 0.0270 (e*angstrom)^2
  S relative to 1612 = 1.0000
  A relative to 1612 = 0.729
  thermal depth relative to 1612 = 1.067
weight of |Omega|=1/2 in mixing test = 0.1
common factor on all S from mixing = 0.8711
OK
```
